# Why a transmission image understates the roughness of a buried interface

**Question**

I have cross-sectional transmission electron micrographs of a silicon/oxide interface. I traced the edge, took the rms deviation from a straight line, and got about 0.14 nm. I also extracted a correlation length from the same trace. I planned to put both numbers into a surface-roughness mobility calculation. A colleague objects that the specimen is 20 nm thick, so the trace is a projection and "short wavelengths are averaged out". Is my 0.14 nm the rms height of the interface? Which wavelengths are lost, can the true height be recovered, and how much does it matter for the mobility?

**Answer**

In general it is not the rms height of the interface. Your colleague is right about the projection, but what matters first is the direction of a wave, and only then its length.

**What the traced edge measures**

Let \(h(x,y)\) be the interface height, with \(x\) along the image and \(y\) along the beam, and let silicon fill \(z<h\). The specimen has thickness \(t\). I treat the image as a pure projection, so that at each point it shows the fraction \(f(x,z)\) of the beam path that lies in silicon. For one value of \(h\), with \(\theta\) the unit step,

\[
\int[\theta(h-z)-\theta(-z)]\,dz=h,\qquad \int 2z\,[\theta(h-z)-\theta(-z)]\,dz=h^2 .
\]

Averaging the first relation over the beam path gives the edge position

\[
p(x)=\int[f(x,z)-\theta(-z)]\,dz=\frac1t\int_{-t/2}^{t/2}h(x,y)\,dy .
\]

The second gives the mean of \(h^2\) in the same image column. Its excess over \(p^2\) is \(w^2\), where \(w\) is the rms width of the blurred edge.

Now take one wave, \(h=A\cos(q_xx+q_yy+\varphi)\). Integrating over \(y\) gives

\[
p(x)=A\,\frac{\sin(q_yt/2)}{q_yt/2}\cos(q_xx+\varphi).
\]

The reduction depends on \(q_y\) alone. A 3 nm wave running along the beam has \(q_yt/2=\pi\cdot20/3=20.9\) and keeps 4.1% of its amplitude. A 3 nm wave running across the image, with crests parallel to the beam, has \(q_y=0\) and keeps all of it.

**How much height is lost**

Let \(h\) be a statistically uniform, isotropic Gaussian random surface with zero mean, rms height \(\Delta\) and correlation function \(C(r)\). The variance of the edge position is

\[
\sigma_p^2=\frac1{t^2}\iint C(|y-y'|)\,dy\,dy'=\frac2t\int_0^t\Big(1-\frac ut\Big)C(u)\,du ,
\]

because separations between \(u\) and \(u+du\) occupy an area \(2(t-u)\,du\) of the square of side \(t\). Write \(\sigma_p^2=\Delta^2F\).

For Gaussian correlation, \(C=\Delta^2e^{-r^2/\Lambda^2}\), set \(s=t/\Lambda\). The two parts of the integral are

\[
\frac2t\int_0^te^{-u^2/\Lambda^2}du=\frac{\sqrt\pi\,\mathrm{erf}(s)}{s},\qquad
\frac2{t^2}\int_0^tu\,e^{-u^2/\Lambda^2}du=\frac{1-e^{-s^2}}{s^2},
\]

and \(F\) is the first minus the second.

For exponential correlation, \(C=\Delta^2e^{-\kappa r}\) with \(\kappa=\sqrt2/\Lambda\), set \(p_t=\kappa t\). Then

\[
F=\frac{2(1-e^{-p_t})}{p_t}-\frac{2(1-e^{-p_t}-p_te^{-p_t})}{p_t^2}=\frac{2(p_t-1+e^{-p_t})}{p_t^2}.
\]

For \(t\ll\Lambda\) both forms tend to 1, and the trace does show the full height. For \(t\gg\Lambda\) they tend to \(\sqrt\pi\Lambda/t\) and \(\sqrt2\Lambda/t\). The specimen then contains roughly \(t/\Lambda\) independent patches, and the rms of their average falls as \(t^{-1/2}\).

Take \(\Delta=0.4\) nm, \(\Lambda=1.5\) nm and \(t=20\) nm, so \(s=13.33\) and \(p_t=18.86\):

\[
F_{\rm G}=0.1329-0.0056=0.127,\qquad F_{\rm E}=\frac{2\times17.86}{355.6}=0.100 .
\]

The projected rms height is \(0.4\sqrt{0.127}=0.143\) nm for Gaussian and 0.127 nm for exponential correlation. So your 0.14 nm is compatible with a true height near 0.4 nm. With the interface held fixed, the Gaussian value is 0.266 nm for a 5 nm specimen and 0.073 nm for an 80 nm one.

**Where the missing height went**

In each column the mean of \(h^2\) is \(p^2+w^2\). Averaging over columns gives

\[
\Delta^2=\sigma_p^2+\langle w^2\rangle .
\]

The lost variance has become edge width. I generated a random Gaussian-correlated surface on a 0.25 nm grid, cut it into 20 nm slices and formed the projected composition. The edge position had an rms of 0.140 nm and the edge width an rms of 0.373 nm. Together they give \(\sqrt{0.140^2+0.373^2}=0.398\) nm, against the 0.4 nm put in. In a real micrograph, defocus, lens blur and interface tilt also widen the edge, so this route needs an independent estimate of those contributions.

**Which image wavelengths are lost**

Define \(S(\mathbf q)=\int C(r)e^{-i\mathbf q\cdot\mathbf r}d^2r\). Each wave enters the projected power with the square of its amplitude factor, so the spectrum of the trace is

\[
S_p(q_x)=\int\frac{dq_y}{2\pi}\,S(q_x,q_y)\left[\frac{\sin(q_yt/2)}{q_yt/2}\right]^2 .
\]

A true line cut through the surface has the same expression without the bracket; call it \(S_{\rm cut}\).

For Gaussian correlation \(S=\pi\Delta^2\Lambda^2e^{-(q_x^2+q_y^2)\Lambda^2/4}\). The \(q_x\) factor comes out of both integrals, so \(S_p/S_{\rm cut}=F\) at every \(q_x\). All image wavelengths lose the same share, and a long trace shows the correct \(\Lambda\) with the wrong height.

For exponential correlation, do the radial integral first and then average over the angle \(\phi\) between \(\mathbf q\) and \(\mathbf r\):

\[
\Big\langle\int_0^\infty e^{-\kappa r+iqr\cos\phi}dr\Big\rangle_\phi=\Big\langle\frac{\kappa}{\kappa^2+q^2\cos^2\phi}\Big\rangle_\phi=\frac1{\sqrt{\kappa^2+q^2}} .
\]

The imaginary part averages to zero. Applying \(-d/d\kappa\) supplies the factor \(r\) of the area element, and multiplying by \(2\pi\Delta^2\) gives

\[
S(q)=\frac{2\pi\Delta^2\kappa}{(\kappa^2+q^2)^{3/2}},\qquad S_{\rm cut}(q_x)=\frac{2\kappa\Delta^2}{\kappa^2+q_x^2}.
\]

In a thick specimen the squared bracket is a narrow peak at \(q_y=0\). Its integral over \(dq_y/2\pi\) is \(1/t\), because \(\int(\sin v/v)^2dv=\pi\). Hence

\[
S_p(q_x)\to\frac{S(q_x,0)}t,\qquad \frac{S_p}{S_{\rm cut}}\to\frac{\pi}{t\sqrt{\kappa^2+q_x^2}} .
\]

Here short image wavelengths do lose more. In simulated surfaces with \(t=20\) nm, the retained power was 0.149 for \(q_x\) between 0.05 and 0.45 nm⁻¹, and 0.068 between 1.8 and 2.2 nm⁻¹. For Gaussian correlation the same bands gave 0.126 and 0.128.

The exponential trace therefore looks too smooth. For a thick specimen its correlation function is, with \(u=|x|\sinh v\),

\[
\frac{\Delta^2}{t}\int_{-\infty}^{\infty}e^{-\kappa\sqrt{x^2+u^2}}du=\frac{\Delta^2}{t}\int_{-\infty}^{\infty}|x|\cosh v\,e^{-\kappa|x|\cosh v}dv=\frac{2\Delta^2}{t}|x|K_1(\kappa|x|),
\]

where \(K_1\) is a modified Bessel function. At \(t=20\) nm, numerical integration puts the \(1/e\) length at 1.73 nm instead of 1.06 nm. Read as an exponential, the trace gives \(\Lambda'=\sqrt2\times1.73=2.45\) nm instead of 1.5 nm.

**Recovering the interface**

If \(t\), \(\Lambda\) and the form of \(C\) are known, divide by \(\sqrt F\): \(0.143/\sqrt{0.127}=0.40\) nm. Using the exponential \(F\) on the same trace, with the same \(\Lambda\), would give \(0.143/\sqrt{0.100}=0.45\) nm, so the assumed form matters. A series of thick specimens does not settle this, since \(\sigma_p^2t\) gives the product of \(\Delta^2\) and a correlation length, not each separately. The \(\Lambda\) in \(F\) must also be that of the interface, not the apparent one. For exponential correlation, putting \(\Lambda'=2.45\) nm into \(F\) would give a height of 0.32 nm instead of 0.4 nm.

For transport there is a more direct way. The thick limit above reads \(S(q_x,0)\approx tS_p(q_x)\), and for an isotropic interface this is \(S(q)\) itself. No form of \(C\) has to be assumed, provided the specimen is much thicker than the correlation length. The instrument's own blur and noise must still be removed from \(S_p\).

**What it does to the mobility**

Suppose the interface moves by \(h\) in a uniform effective field \(F_{\rm eff}\). The field pulls the electrons towards the oxide, so their potential energy in the silicon is \(-eF_{\rm eff}z\). The confining potential becomes the old one translated by \(h\), plus a constant \(-eF_{\rm eff}h\), so the subband energy shifts by \(-eF_{\rm eff}h\). To first order the perturbation at each point is proportional to the local \(h\), so the same factor applies when \(h\) varies along the interface, and its sign drops out on squaring. To first order in \(h\), the squared matrix element for scattering through \(\mathbf q\) is \((eF_{\rm eff})^2S(q)/A\) for area \(A\). The golden rule with the momentum-loss factor \(1-\cos\theta\) is

\[
\frac1\tau=\frac{2\pi}\hbar\sum_{\mathbf k'}\frac{(eF_{\rm eff})^2S(q)}{A}(1-\cos\theta)\,\delta(E'-E).
\]

Replace the sum by \(A\int k'dk'd\theta/4\pi^2\) and use \(k'dk'=m\,dE'/\hbar^2\):

\[
\frac1\tau=\frac{m(eF_{\rm eff})^2}{2\pi\hbar^3}\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta,\qquad q=2k\sin\frac\theta2 .
\]

For Gaussian correlation, \(q^2=2k^2(1-\cos\theta)\) turns the exponential into \(e^{-a}e^{a\cos\theta}\) with \(a=k^2\Lambda^2/2\). The angular integral is then \(2\pi^2\Delta^2\Lambda^2e^{-a}[I_0(a)-I_1(a)]\), with \(I_0\) and \(I_1\) modified Bessel functions. The mobility is \(\mu=e\langle\tau\rangle/m\), where \(\tau\) is averaged over energy with weight \(E(-\partial f/\partial E)\) and \(f\) is the Fermi function.

I evaluated this numerically for the lowest silicon subband at 300 K, with \(m=0.19\) electron masses, \(F_{\rm eff}=0.5\) MV/cm and \(5\times10^{12}\) electrons per cm². These are roughness-limited mobilities without screening:

- Gaussian correlation: 1590 cm²/Vs from the true spectrum and 12,400 cm²/Vs from the projected height with the correct \(\Lambda\). The ratio is \(1/F=7.85\), because \(\Delta^2\) is a common factor of the rate.
- Exponential correlation: 2580 cm²/Vs from the true spectrum and 22,500 cm²/Vs from the projected height with \(\Lambda'\), a ratio of 8.7.
- Exponential correlation, using \(tS_p(q)\): 2710 cm²/Vs, which is 5% above the true-spectrum value. The corresponding excess for Gaussian correlation is 4.4%.

The exponential ratio lies below \(1/F=10\) because the false correlation length hides part of the height error. Since \(S(q)=\pi\Delta^2\Lambda^2(1+q^2\Lambda^2/2)^{-3/2}\), the naive spectrum divided by the true one is

\[
F\left(\frac{\Lambda'}{\Lambda}\right)^2\left[\frac{1+q^2\Lambda^2/2}{1+q^2\Lambda'^2/2}\right]^{3/2}.
\]

This equals \(F\) when \(g(1+q^2\Lambda^2/2)=1+q^2\Lambda'^2/2\), with \(g=(\Lambda'/\Lambda)^{4/3}\), that is at

\[
q_c^2=\frac{2(g-1)}{\Lambda'^2-g\Lambda^2},\qquad q_c=1.05\ \text{nm}^{-1}\ \text{here}.
\]

Below \(q_c\) the two errors partly cancel; above it they add.

**How this compares with a real transistor**

The parameters are rough typical values for a silicon inversion layer under oxide, where the total room-temperature mobility is a few hundred cm²/Vs. The roughness-limited values above are larger because they leave out the other scattering. With an assumed phonon-limited mobility of 600 cm²/Vs and inverse mobilities added, the Gaussian totals are 435 cm²/Vs (true) and 572 cm²/Vs (naive). Without screening and at this field, the error of a factor 7.85 has shrunk to about 30%. The roughness rate grows as \(F_{\rm eff}^2\), so the error in the total is larger at higher fields.

Real carriers also screen the roughness. Dividing \(S(q)\) by \((1+q_s/q)^2\), with \(q_s=1.30\) nm⁻¹ for a layer of zero thickness, raises the true Gaussian value from 1590 to 9780 cm²/Vs. This overestimates screening, because a real layer has finite thickness. The Gaussian ratio stays at 7.85; the exponential one becomes 8.9. With this screening the Gaussian values are 9780 and 76,800 cm²/Vs, and the totals with the same phonon mobility are 565 and 595 cm²/Vs, an error of only 5%. In this model the error in the total mobility at 0.5 MV/cm therefore lies between about 5% and 30%, depending on how strongly the roughness is screened.

Two further assumptions are strained. In a triangular-well estimate, 70% of the electrons are in the lowest subband. First order in \(h\) is also doubtful for short waves. A uniform shift of the interface gives \(-eF_{\rm eff}h\) exactly, however large \(h\) is, but the wavefunction cannot simply follow a short ripple. The height is 0.43 of the confinement length \((\hbar^2/2m_zeF_{\rm eff})^{1/3}=0.94\) nm, with \(m_z=0.916\) electron masses, so higher orders need not be small there. I have not computed how far these two move the mobility.

**Practical limits of the trace**

- Tracing the half-intensity level gives the median height, not the mean. In the simulated Gaussian surfaces this raised the rms from 0.143 to 0.156 nm, still far below 0.4 nm. The median is not a linear function of the heights, so it also adds false power at short wavelengths. For \(S_p\), find \(p(x)\) by integrating the normalized intensity across the edge, as in the first section.
- A Gaussian lateral blur of rms \(b\) multiplies the power by \(e^{-q_x^2b^2}\). For Gaussian correlation the rms then falls by \((1+4b^2/\Lambda^2)^{-1/4}\). Taking \(b\) as the diffraction spread \(\sqrt{\lambda t}=0.22\) nm at 200 kV, where \(\lambda\) is the electron wavelength, the factor is 0.98.
- A 50 nm long trace is a small sample. For Gaussian heights the covariance of \(p^2\) at two points is twice the squared covariance of \(p\). The relative variance of the measured \(\sigma_p^2\) is therefore \(2F_{\rm G}\) evaluated at \(s=\sqrt2\times50/1.5\). This gives a 27% standard deviation in \(\sigma_p^2\), or about 14% in the rms. Subtracting a fitted straight line also removes about 10% of the variance at this length for Gaussian correlation, or 5% of the rms, and about 12% of the variance for exponential correlation. It shortens the correlation length read from the trace as well: the expected \(1/e\) length falls from 1.5 to about 1.4 nm for Gaussian correlation and from 1.73 to about 1.5 nm for exponential correlation.
- If the interface has steps or ridges in a preferred direction, the isotropic formulas fail. Ridges parallel to the beam appear at full height; ridges across it are averaged. Images along two directions can reveal this.

I have not modelled dynamical diffraction, image noise or specimen damage. Report the specimen thickness with the 0.14 nm. In the mobility calculation, use \(tS_p(q)\) from the mean edge position \(p(x)\), averaged over several traces, because the spectrum of a single short trace is very noisy. A height corrected by \(\sqrt F\) will also serve if the form of \(C\) and the true \(\Lambda\) of the interface are known.
